# Rayleigh scattering by hydrogen: spectral moments and a zero above Lyman alpha: a program that tests the result

```python
"""
Rayleigh scattering by ground-state hydrogen (Hartree atomic units).
Result under test:
  sigma(w) = sigma_T * w^4 * alpha(w)^2,
  alpha(w) = sum_k S_k w^(2k) for w < 3/8 (Lyman alpha), with rational moments
  S_k = sum_n f_n / w_n^(2k+2) = 2 <1s| z (H-E1)^-(2k+1) z |1s>.
  With the Lyman alpha and beta poles split off exactly, the remaining
  series, with coefficients R_k, converges up to w = 15/32 and gives
  the single zero of alpha between the two lines.
Symbols: w photon frequency, w_n excitation energy of np, f_n oscillator
strength, sigma_T Thomson cross section, M Raman amplitude 1s -> 2s.
"""
from fractions import Fraction as Fr
from math import factorial, pi
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_genlaguerre

KMAX = 100
W2, W3, W4 = Fr(3, 8), Fr(4, 9), Fr(15, 32)


# ---------- exact moments from the polynomial recursion ----------
def apply_inverse(source):
    """Solve (H-E1) z g exp(-r) = z b exp(-r) for the polynomial g."""
    top = len(source)
    g = [Fr(0)] * (top + 2)
    for j in range(top, -1, -1):
        b = source[j - 1] if j > 0 else Fr(0)
        g[j] = b / (j + 1) + Fr(j + 4, 2) * g[j + 1]
    return g[:top + 1]


def overlap(p, q):
    """<z p 1s | z q 1s> for polynomials p and q."""
    return sum(a * b * Fr(4 * factorial(i + j + 4), 3 * 2**(i + j + 5))
               for i, a in enumerate(p) for j, b in enumerate(q))


one = [Fr(1)]
g = one
chain = [g]
S = []
for power in range(1, 2 * KMAX + 2):
    g = apply_inverse(g)
    if power < 8:
        chain.append(g)
    if power % 2 == 1:
        S.append(2 * overlap(one, g))
assert overlap(chain[3], chain[4]) == overlap(one, chain[7])


# ---------- exact oscillator strengths of 2p and 3p ----------
def exp_integral(m, a):
    return Fr(factorial(m)) / a**(m + 1)


def strength(u, decay, w):
    """u: {power: coefficient} of the unnormalized radial function."""
    dip = sum(2 * c * exp_integral(m + 2, decay + 1) for m, c in u.items())
    norm = sum(c * d * exp_integral(m + n, 2 * decay)
               for m, c in u.items() for n, d in u.items())
    return 2 * w * dip**2 / (3 * norm)


f2 = strength({2: Fr(1)}, Fr(1, 2), W2)
f3 = strength({2: Fr(1), 3: Fr(-1, 6)}, Fr(1, 3), W3)
R = [S[k] - f2 / W2**(2*k + 2) - f3 / W3**(2*k + 2) for k in range(KMAX + 1)]
assert all(x > 0 for x in R)
assert all(R[k + 1] * W4**2 < R[k] for k in range(KMAX))

S_float = [float(x) for x in S]
R_float = [float(x) for x in R]
w2, w3, w4 = float(W2), float(W3), float(W4)


def alpha_series(w, terms):
    return sum(S_float[k] * w**(2 * k) for k in range(terms))


def alpha_split(w, terms, majorant=False):
    value = float(f2) / (w2**2 - w**2) + float(f3) / (w3**2 - w**2)
    value += sum(R_float[k] * w**(2 * k) for k in range(terms))
    if majorant:
        value += R_float[terms] * w**(2 * terms) / (1 - (w / w4)**2)
    return value


def find_zero(function):
    return brentq(function, 0.3751, 0.4443, xtol=1e-14)


# ---------- independent road: diagonalization in a Laguerre basis ----------
size, lam = 40, 0.5
x, weight = roots_genlaguerre(60, 2)
r = x / (2 * lam)
weight = weight / (2 * lam)**3
L = np.zeros((size, len(r)))
D = np.zeros_like(L)
for n in range(size):
    norm = np.sqrt((2*lam)**5 / ((n + 1) * (n + 2) * (n + 3) * (n + 4)))
    poly = eval_genlaguerre(n, 4, x)
    dpoly = -eval_genlaguerre(n - 1, 5, x) if n > 0 else 0 * x
    L[n] = norm * poly
    D[n] = norm * (2 * poly + 2 * lam * r * dpoly - lam * r * poly)
unit = (L * weight * r**2) @ L.T
assert np.max(np.abs(unit - np.eye(size))) < 1e-9
H = 0.5 * (D * weight) @ D.T + (L * weight * (1 - r)) @ L.T
energy, vec = eigh((H + H.T) / 2)
wn = energy + 0.5
source_1s = 2 * r * np.exp(-(1 - lam) * r)
source_2s = r * (1 - r / 2) * np.exp(-(0.5 - lam) * r) / np.sqrt(2)
d1 = vec.T @ (L @ (weight * r * source_1s)) / np.sqrt(3)
d2 = vec.T @ (L @ (weight * r * source_2s)) / np.sqrt(3)
fn = 2 * wn * d1**2


def alpha_diag(w):
    return np.sum(fn / (wn**2 - w**2))


assert abs(wn[0] - w2) < 1e-9 and abs(wn[1] - w3) < 1e-9
assert abs(fn[0] - float(f2)) < 1e-8 and abs(fn[1] - float(f3)) < 1e-8
for k in range(13):
    assert abs(np.sum(fn / wn**(2*k + 2)) / S_float[k] - 1) < 1e-7

# ---------- cross-section series below Lyman alpha ----------
c = [sum(S[k] * S[m - k] for k in range(m + 1)) for m in range(KMAX + 1)]
c_float = [float(v) for v in c]


def ratio_series(w):
    return w**4 * sum(c_float[m] * w**(2*m) for m in range(KMAX + 1))


for w in (0.1, 0.2, 0.3):
    assert abs(ratio_series(w) / (w**4 * alpha_diag(w)**2) - 1) < 1e-8
w_test = 0.2
for K in range(1, 8):
    missing = alpha_diag(w_test) - alpha_series(w_test, K)
    bound = S_float[K] * w_test**(2 * K) / (1 - (w_test / w2)**2)
    assert 0 < missing < bound

# Angular factor: incident polarization along x, sum over two final ones.
ct, wt = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(16) / 16
theta_part = ct[:, None]**2 * np.cos(phi)**2
phi_part = np.sin(phi)**2 + 0 * ct[:, None]
angular = np.sum(wt[:, None] * (theta_part + phi_part)) * 2 * pi / 16
assert abs(angular - 8 * pi / 3) < 1e-12

# ---------- the zero between Lyman alpha and Lyman beta ----------
brackets = []
for K in (0, 1, 2, 4, 8, 16, 32, 64, 100):
    low = find_zero(lambda w: alpha_split(w, K, True))
    high = find_zero(lambda w: alpha_split(w, K))
    brackets.append((K, low, high))
w0_diag = find_zero(alpha_diag)
for K, low, high in brackets:
    assert low - 1e-9 < w0_diag < high + 1e-9
w0 = 0.5 * (brackets[-1][1] + brackets[-1][2])
assert abs(w0 - w0_diag) < 1e-9
scan = np.linspace(w2 + 1e-4, w3 - 1e-4, 400)
assert np.all(np.diff([alpha_diag(w) for w in scan]) > 0)
growth = [S_float[k + 1] * w0**2 / S_float[k] for k in range(KMAX)]
assert min(growth[10:]) > 1 and all(v > 0 for v in S)
assert abs(S_float[KMAX] / S_float[KMAX - 1] * w2**2 - 1) < 1e-6

slope = 2 * w0 * (float(f2) / (w2**2 - w0**2)**2
                  + float(f3) / (w3**2 - w0**2)**2
                  + sum(k * R_float[k] * w0**(2*k - 2)
                        for k in range(1, KMAX + 1)))
step = 1e-5
slope_diag = (alpha_diag(w0 + step) - alpha_diag(w0 - step)) / (2 * step)
assert abs(slope / slope_diag - 1) < 1e-4

# ---------- Raman channel to 2s at the Rayleigh zero ----------
w_out = w0 - w2
M = np.sum(d2 * d1 * (1 / (wn - w0) + 1 / (wn + w_out)))
raman = w0 * w_out**3 * M**2

# Finite-difference solution of the response equations as a separate check.
h = 0.01
grid = h * np.arange(1, 8001)
u1 = 2 * grid * np.exp(-grid)
u2 = grid * (1 - grid / 2) * np.exp(-grid / 2) / np.sqrt(2)


def grid_response(shift):
    band = np.full((3, len(grid)), -0.5 / h**2)
    band[1] = 1 / h**2 + 1 / grid**2 - 1 / grid + 0.5 - shift
    return solve_banded((1, 1), band, grid * u1)


plus = grid_response(w0)
alpha_grid = h * np.sum(u1 * grid * (plus + grid_response(-w0))) / 3
M_grid = h * np.sum(u2 * grid * (plus + grid_response(-w_out))) / 3
assert abs(alpha_grid) < 0.02          # grid error; single terms are near 9
assert abs(M_grid / M - 1) < 2e-3      # second-order grid error
assert raman > 1e-4

# ---------- conversions ----------
a0 = const.physical_constants["Bohr radius"][0]
r_e = const.physical_constants["classical electron radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
fs = const.fine_structure
sigma_T = angular * fs**4 * a0**2
assert abs(sigma_T / (8 * pi / 3 * r_e**2) - 1) < 1e-8


def wavelength_nm(w):
    return 2 * pi * a0 / (fs * w) * 1e9


im_alpha = 2 * fs**3 * raman / (3 * w0)

print("Exact moments S_k (order -2k-2), atomic units")
for k in range(5):
    print(f"S_{k} = {S[k]} = {S_float[k]:.6f}")
print("Coefficients c_m of sigma/sigma_T = w^4 sum c_m w^(2m), a.u.")
for m in range(5):
    print(f"c_{m} = {c[m]} = {c_float[m]:.6f}")
print(f"Thomson cross section = {sigma_T:.6e} m^2")
print(f"Lyman alpha w2 = {w2:.6f}, Lyman beta w3 = {w3:.6f} hartree")
print(f"next line w4 = {w4:.6f} hartree")
print(f"f2 = {f2} = {float(f2):.8f}")
print(f"f3 = {f3} = {float(f3):.8f}")
print("Partial sums of alpha at w = 0.2 hartree: terms, alpha (a.u.)")
for K in (1, 2, 3, 4, 6, 8, 12):
    print(f"{K:3d}  {alpha_series(w_test, K):.8f}")
print(f"alpha(0.2), diagonalization = {alpha_diag(w_test):.8f} a.u.")
print("w (hartree), wavelength (nm), sigma/sigma_T, sigma (m^2)")
for w in (0.1, 0.2, 0.3):
    q = ratio_series(w)
    print(f"{w:.1f}  {wavelength_nm(w):.3f}  {q:.8f}  {q*sigma_T:.5e}")
print("Remainder coefficients R_k, a.u.")
for k in range(3):
    print(f"R_{k} = {R_float[k]:.8f}")
print("Bounds on the zero (hartree): terms, lower, upper")
for K, low, high in brackets:
    print(f"{K:3d}  {low:.10f}  {high:.10f}")
print(f"Zero from diagonalization = {w0_diag:.10f} hartree")
print(f"Zero = {w0 * hartree_ev:.5f} eV")
print(f"Wavelength, infinite nuclear mass = {wavelength_nm(w0):.4f} nm")
mass_factor = 1 + const.m_e / const.m_p
print(f"Wavelength, proton mass = {wavelength_nm(w0)*mass_factor:.4f} nm")
print(f"Plain series at zero: term ratio k=99 to 100 = {growth[-1]:.5f}")
print(f"Slope d alpha/dw at zero = {slope:.3f} a.u.")
print(f"Raman photon energy at zero = {w_out:.6f} hartree")
print(f"Raman amplitude M = {M:.5f} a.u. (grid: {M_grid:.5f})")
print(f"Raman sigma/sigma_T at zero = {raman:.6f}")
print(f"Im alpha from Raman loss = {im_alpha:.3e} a.u.")
print("verified")
```

It prints:

```
Exact moments S_k (order -2k-2), atomic units
S_0 = 9/2 = 4.500000
S_1 = 319/12 = 26.583333
S_2 = 297541/1728 = 172.188079
S_3 = 289165453/248832 = 1162.091102
S_4 = 7175468425141/895795200 = 8010.166191
Coefficients c_m of sigma/sigma_T = w^4 sum c_m w^(2m), a.u.
c_0 = 81/4 = 20.250000
c_1 = 957/4 = 239.250000
c_2 = 1299667/576 = 2256.366319
c_3 = 1626820991/82944 = 19613.486099
c_4 = 16276075281641/99532800 = 163524.740404
Thomson cross section = 6.652459e-29 m^2
Lyman alpha w2 = 0.375000, Lyman beta w3 = 0.444444 hartree
next line w4 = 0.468750 hartree
f2 = 8192/19683 = 0.41619672
f3 = 81/1024 = 0.07910156
Partial sums of alpha at w = 0.2 hartree: terms, alpha (a.u.)
  1  4.50000000
  2  5.56333333
  3  5.83883426
  4  5.91320809
  6  5.93943505
  8  5.94149579
 12  5.94167370
alpha(0.2), diagonalization = 5.94167486 a.u.
w (hartree), wavelength (nm), sigma/sigma_T, sigma (m^2)
0.1  455.634  0.00228895  1.52272e-31
0.2  227.817  0.05648560  3.75768e-30
0.3  151.878  0.90392556  6.01333e-29
Remainder coefficients R_k, a.u.
R_0 = 1.13992723
R_1 = 3.50985227
R_2 = 12.26311289
Bounds on the zero (hartree): terms, lower, upper
  0  0.4238360760  0.4340998950
  1  0.4267931000  0.4328368072
  2  0.4280140380  0.4320007286
  4  0.4289528634  0.4309869385
  8  0.4294094652  0.4301036741
 16  0.4295265555  0.4296458677
 32  0.4295374771  0.4295430914
 64  0.4295376521  0.4295376707
100  0.4295376522  0.4295376522
Zero from diagonalization = 0.4295376522 hartree
Zero = 11.68831 eV
Wavelength, infinite nuclear mass = 106.0753 nm
Wavelength, proton mass = 106.1331 nm
Plain series at zero: term ratio k=99 to 100 = 1.31202
Slope d alpha/dw at zero = 630.994 a.u.
Raman photon energy at zero = 0.054538 hartree
Raman amplitude M = 82.40675 a.u. (grid: 82.40724)
Raman sigma/sigma_T at zero = 0.473169
Im alpha from Raman loss = 2.854e-07 a.u.
verified
```
